# Why published ellipsometric Delta values need their sign and axis conventions: a program that tests the result

```python
# Result under test: one reflected light wave has four legitimate Delta values.
# rho = r_p/r_s = tan(Psi) exp(i Delta), Delta = phase of p minus phase of s.
# time_sign = -1 or +1 : phasors multiply exp(i*time_sign*omega*t).
# p_out = +1 or -1     : direction of the reflected p-axis; +1 means that
#                        (p, s, k) is right-handed in the reflected beam.
# Claim: time reversal of the convention conjugates rho (Delta -> -Delta);
# reversal of the reflected p-axis negates rho (Delta -> Delta + 180 deg).
# Geometry: x along the surface, y the s-axis, z into the sample.
import numpy as np
from scipy import constants as const
from scipy.integrate import simpson
from scipy.optimize import brentq, minimize_scalar

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_NM = const.physical_constants["Bohr radius"][0] * 1e9
Y_AXIS = np.array([0.0, 1.0, 0.0])


def vacuum_wavenumber(energy_ev):
    """omega/c in atomic units (c = 1/alpha), converted to 1/nm."""
    return energy_ev / HARTREE_EV * const.fine_structure / BOHR_NM


def degrees_of(z):
    return float(np.degrees(np.angle(z)))


def angle_gap(a, b):
    """Smallest separation of two angles on the circle, in degrees."""
    return abs((a - b + 180.0) % 360.0 - 180.0)


def boundary_solution(time_sign, p_out, eps_film, eps_sub, thickness,
                      angle_deg, energy, p_in=1):
    """r_p and r_s from continuity of tangential E and H, as vectors."""
    s, c = np.sin(np.radians(angle_deg)), np.cos(np.radians(angle_deg))
    k_in, k_out = np.array([s, 0, c]), np.array([s, 0, -c])
    kz_film = np.sqrt(eps_film - s**2 + 0j)
    kz_sub = np.sqrt(eps_sub - s**2 + 0j)

    def tangential(k, e):
        h = np.cross(k, e)
        return np.array([e[0], e[1], h[0], h[1]])

    matrix = np.zeros((8, 8), complex)
    matrix[:4, 0] = tangential(k_out, p_out * np.cross(Y_AXIS, k_out))
    matrix[:4, 1] = tangential(k_out, Y_AXIS)
    column = 2
    for direction in (1, -1):
        k = np.array([s, 0, direction * kz_film])
        travel = np.exp(-1j * time_sign * direction * kz_film
                        * vacuum_wavenumber(energy) * thickness)
        for e in (np.cross(Y_AXIS, k), Y_AXIS):
            matrix[:4, column] = -tangential(k, e)
            matrix[4:, column] = travel * tangential(k, e)
            column += 1
    k = np.array([s, 0, kz_sub])
    matrix[4:, 6] = -tangential(k, np.cross(Y_AXIS, k))
    matrix[4:, 7] = -tangential(k, Y_AXIS)
    answers = []
    for row, e in ((0, p_in * np.cross(Y_AXIS, k_in)), (1, Y_AXIS)):
        rhs = np.zeros(8, complex)
        rhs[:4] = -tangential(k_in, e)
        answers.append(np.linalg.solve(matrix, rhs)[row])
    return answers[0], answers[1]


def interface(eps_a, eps_b, angle_deg):
    """Fresnel r_p, r_s in the baseline convention (time_sign -1, p_out +1)."""
    s2 = np.sin(np.radians(angle_deg))**2
    qa, qb = np.sqrt(eps_a - s2 + 0j), np.sqrt(eps_b - s2 + 0j)
    return np.array([(eps_b * qa - eps_a * qb) / (eps_b * qa + eps_a * qb),
                     (qa - qb) / (qa + qb)])


def film_formula(layers, eps_sub, angle_deg, energy):
    """Baseline (r_p, r_s) of a stack; layers = [(eps, thickness nm), ...]."""
    eps = [1.0] + [layer[0] for layer in layers] + [eps_sub]
    s2 = np.sin(np.radians(angle_deg))**2
    r = interface(eps[-2], eps[-1], angle_deg)
    for j in range(len(layers), 0, -1):
        x = np.exp(2j * vacuum_wavenumber(energy) * layers[j - 1][1]
                   * np.sqrt(eps[j] - s2 + 0j))
        top = interface(eps[j - 1], eps[j], angle_deg)
        r = (top + r * x) / (1 + top * r * x)
    return r


def film_rho(layers, eps_sub, angle_deg, energy):
    r = film_formula(layers, eps_sub, angle_deg, energy)
    return r[0] / r[1]


# Example: rough typical values for silicon dioxide on silicon.
energy, angle, thickness = 1.96, 70.0, 20.0
n_film, n_sub = 1.46, 3.9 + 0.02j
eps_film, eps_sub = n_film**2, n_sub**2
k0 = vacuum_wavenumber(energy)

# Permittivity in each time convention from one real causal response.
resonance = 4.0
inverse = 1 / (eps_sub - 1)
strength = (resonance**2 - energy**2) / inverse.real
damping = -strength * inverse.imag / energy
ringing = np.sqrt(resonance**2 - damping**2 / 4)
tau = np.linspace(0, 80 / damping, 400001)
response = strength * np.exp(-damping * tau / 2) * np.sin(ringing * tau) / ringing
eps_by_sign = {}
for sign in (-1, 1):
    eps_by_sign[sign] = 1 + simpson(
        response * np.exp(-1j * sign * energy * tau), x=tau)
assert abs(eps_by_sign[-1] - eps_sub) < 1e-5
assert eps_by_sign[-1].imag > 0 > eps_by_sign[1].imag

# Four conventions, each solved separately, against the transformed formula.
r_base = film_formula([(eps_film, thickness)], eps_sub, angle, energy)
rho = r_base[0] / r_base[1]
psi, delta = float(np.degrees(np.arctan(abs(rho)))), degrees_of(rho)
labels, contrasts = {}, []
phase_times = 2 * np.pi * np.arange(64) / 64
for sign in (-1, 1):
    for p_out in (1, -1):
        rp, rs = boundary_solution(sign, p_out, eps_film, eps_by_sign[sign],
                                   thickness, angle, energy)
        solved = rp / rs
        predicted_delta = -sign * delta + (0 if p_out == 1 else 180)
        assert angle_gap(degrees_of(solved), predicted_delta) < 1e-4
        assert abs(abs(solved) - abs(rho)) < 1e-6
        labels[sign, p_out] = degrees_of(solved)
        # Analyzer readings from time averages of the real reflected field.
        pair = []
        for delay in (0.0, np.pi / 2):
            field_p = p_out * np.real(rp * np.exp(1j * sign * (phase_times - delay)))
            field_s = np.real(rs * np.exp(1j * sign * phase_times))
            plus = np.mean((field_p + field_s)**2)
            minus = np.mean((field_p - field_s)**2)
            pair.append((plus - minus) / (plus + minus))
        d_rad = np.radians(labels[sign, p_out])
        amplitude = np.sin(2 * np.radians(psi))
        assert abs(pair[0] - p_out * amplitude * np.cos(d_rad)) < 1e-5
        assert abs(pair[1] - sign * p_out * amplitude * np.sin(d_rad)) < 1e-5
        contrasts.append(pair)
assert np.ptp(np.array(contrasts), axis=0).max() < 1e-5

# Reversing the incident and the reflected p-axis together changes nothing.
rp, rs = boundary_solution(-1, -1, eps_film, eps_sub, thickness, angle, energy, -1)
assert abs(rp / rs - rho) < 1e-10

# Reversing time without conjugating the substrate index is a different sample.
rp, rs = boundary_solution(1, 1, eps_film, eps_sub, thickness, angle, energy)
mixed_error = angle_gap(degrees_of(rp / rs), -delta)
assert mixed_error > 0.1

# Reference samples that cannot identify the convention.
rp, rs = boundary_solution(-1, 1, eps_film, n_sub.real**2, 0.0, angle, energy)
assert abs((rp / rs).imag) < 1e-12
blind_thickness = brentq(
    lambda d: film_rho([(eps_film, d)], eps_sub, angle, energy).real, 40, 80)
rp1, rs1 = boundary_solution(1, 1, eps_film, np.conj(eps_sub),
                             blind_thickness, angle, energy)
rp2, rs2 = boundary_solution(-1, -1, eps_film, eps_sub,
                             blind_thickness, angle, energy)
assert abs(rp1 / rs1 - rp2 / rs2) < 1e-8
blind_delta = degrees_of(film_rho([(eps_film, blind_thickness)],
                                  eps_sub, angle, energy))

# Thickness period, and the false thickness produced by a wrong sign.
q_film = np.sqrt(eps_film - np.sin(np.radians(angle))**2)
period = np.pi / (k0 * q_film)
rp, rs = boundary_solution(-1, 1, eps_film, n_sub.real**2,
                           period - thickness, angle, energy)
clear_rho = film_rho([(eps_film, thickness)], n_sub.real**2, angle, energy)
assert abs(rp / rs - np.conj(clear_rho)) < 1e-10


def fit_thickness(reported):
    def misfit(d):
        return abs(film_rho([(eps_film, d)], eps_sub, angle, energy) - reported)
    grid = np.linspace(0, period, 1501)
    start = grid[np.argmin([misfit(d) for d in grid])]
    step = grid[1]
    best = minimize_scalar(misfit, method="bounded", options={"xatol": 1e-7},
                           bounds=(max(0, start - step), min(period, start + step)))
    return best.x, best.fun


right_d, right_misfit = fit_thickness(rho)
sign_d, sign_misfit = fit_thickness(np.conj(rho))
shift_d, shift_misfit = fit_thickness(-rho)
assert abs(right_d - thickness) < 1e-3
assert abs(sign_d - (period - thickness)) < 2 and sign_misfit < 0.01
assert shift_misfit > 0.1
sign_fit_rho = film_rho([(eps_film, sign_d)], eps_sub, angle, energy)
second_angle = 60.0
reported_60 = -degrees_of(film_rho([(eps_film, thickness)], eps_sub,
                                   second_angle, energy))
false_60 = degrees_of(film_rho([(eps_film, sign_d)], eps_sub,
                               second_angle, energy))
assert angle_gap(reported_60, false_60) > 5

# Sizes of neglected effects, as changes of Delta (rough inputs).
film = (eps_film, thickness)
index_per_kelvin, heating = 4e-4, 50.0
neglected = {
    "1 nm interface layer, index 2.7":
        film_rho([film, (2.7**2, 1.0)], eps_sub, angle, energy),
    "1 nm rough top layer, index 1.23":
        film_rho([(1.23**2, 1.0), film], eps_sub, angle, energy),
    "incidence angle +0.1 deg":
        film_rho([film], eps_sub, angle + 0.1, energy),
    "film index +0.01":
        film_rho([((n_film + 0.01)**2, thickness)], eps_sub, angle, energy),
    "substrate heated 50 K (4e-4 per K)":
        film_rho([film], (n_sub + index_per_kelvin * heating)**2, angle, energy),
    "photon energy +0.01 eV":
        film_rho([film], eps_sub, angle, energy + 0.01),
}
shifts = {name: angle_gap(degrees_of(value), delta)
          for name, value in neglected.items()}
sign_gap = angle_gap(delta, -delta)
assert max(shifts.values()) < 0.2 * sign_gap
penetration = 1 / (2 * k0 * np.sqrt(eps_sub - np.sin(np.radians(angle))**2).imag)

r01, r12 = interface(1.0, eps_film, angle), interface(eps_film, eps_sub, angle)
print(f"photon energy: {energy:.2f} eV")
print(f"vacuum wavelength: {2 * np.pi / k0:.1f} nm")
print(f"incidence angle: {angle:.1f} deg")
print(f"film thickness: {thickness:.1f} nm = {10 * thickness:.0f} angstrom")
print(f"film index: {n_film:.2f}; substrate index: {n_sub:.2f}")
print(f"substrate eps, time sign -1: {eps_by_sign[-1]:.4f}")
print(f"substrate eps, time sign +1: {eps_by_sign[1]:.4f}")
print(f"air-film r_p, r_s: {r01[0].real:.4f}, {r01[1].real:.4f}")
print(f"film-substrate r_p: {r12[0]:.4f}")
print(f"film-substrate r_s: {r12[1]:.4f}")
print(f"film round-trip phase: {np.degrees(2 * k0 * thickness * q_film):.2f} deg")
print(f"total r_p: {r_base[0]:.4f}")
print(f"total r_s: {r_base[1]:.4f}")
print(f"baseline rho: {rho:.4f}")
print(f"Psi in all conventions: {psi:.2f} deg")
for (sign, p_out), value in labels.items():
    print(f"Delta, time {sign:+d}, p-axis {p_out:+d}: {value:.2f} deg"
          f" (0-360 range: {value % 360:.2f})")
print(f"analyzer contrast, no retarder: {contrasts[0][0]:.4f}")
print(f"analyzer contrast, p delayed quarter period: {contrasts[0][1]:.4f}")
print(f"largest contrast spread over conventions: "
      f"{np.ptp(np.array(contrasts), axis=0).max():.1e}")
print(f"Delta error if index is not conjugated: {mixed_error:.2f} deg")
print(f"thickness where both reversals agree: {blind_thickness:.2f} nm")
print(f"Delta at that thickness: {blind_delta:.2f} deg")
print(f"thickness period at 70 deg: {period:.2f} nm")
print(f"fit, right convention: {right_d:.2f} nm")
print(f"fit, wrong time sign: {sign_d:.2f} nm = {10 * sign_d:.0f} angstrom")
print(f"rho misfit, wrong time sign: {sign_misfit:.4f}")
print(f"Psi, Delta of that false fit: "
      f"{np.degrees(np.arctan(abs(sign_fit_rho))):.2f}, "
      f"{degrees_of(sign_fit_rho):.2f} deg")
print(f"fit, wrong p-axis: {shift_d:.2f} nm; rho misfit: {shift_misfit:.4f}")
print(f"60 deg: misread Delta: {reported_60:.2f} deg")
print(f"60 deg: Delta of false thickness: {false_60:.2f} deg")
print(f"60 deg: disagreement: {angle_gap(reported_60, false_60):.2f} deg")
print(f"separation of Delta and -Delta on the circle: {sign_gap:.2f} deg")
for name, value in shifts.items():
    print(f"Delta change, {name}: {value:.3f} deg")
print(f"intensity penetration depth in substrate: {penetration / 1000:.2f} micrometre")
print("every check passed")
```

Running it gives:

```
photon energy: 1.96 eV
vacuum wavelength: 632.6 nm
incidence angle: 70.0 deg
film thickness: 20.0 nm = 200 angstrom
film index: 1.46; substrate index: 3.90+0.02j
substrate eps, time sign -1: 15.2096+0.1560j
substrate eps, time sign +1: 15.2096-0.1560j
air-film r_p, r_s: -0.2103, -0.5313
film-substrate r_p: 0.3562+0.0021j
film-substrate r_s: -0.5442-0.0019j
film round-trip phase: 25.44 deg
total r_p: 0.1125+0.1700j
total r_s: -0.8210-0.1053j
baseline rho: -0.1609-0.1864j
Psi in all conventions: 13.84 deg
Delta, time -1, p-axis +1: -130.80 deg (0-360 range: 229.20)
Delta, time -1, p-axis -1: 49.20 deg (0-360 range: 49.20)
Delta, time +1, p-axis +1: 130.80 deg (0-360 range: 130.80)
Delta, time +1, p-axis -1: -49.20 deg (0-360 range: 310.80)
analyzer contrast, no retarder: -0.3034
analyzer contrast, p delayed quarter period: 0.3516
largest contrast spread over conventions: 0.0e+00
Delta error if index is not conjugated: 1.05 deg
thickness where both reversals agree: 59.13 nm
Delta at that thickness: -90.00 deg
thickness period at 70 deg: 283.06 nm
fit, right convention: 20.00 nm
fit, wrong time sign: 262.50 nm = 2625 angstrom
rho misfit, wrong time sign: 0.0002
Psi, Delta of that false fit: 13.85, 130.82 deg
fit, wrong p-axis: 245.32 nm; rho misfit: 0.2981
60 deg: misread Delta: 159.29 deg
60 deg: Delta of false thickness: 173.45 deg
60 deg: disagreement: 14.16 deg
separation of Delta and -Delta on the circle: 98.41 deg
Delta change, 1 nm interface layer, index 2.7: 1.823 deg
Delta change, 1 nm rough top layer, index 1.23: 1.152 deg
Delta change, incidence angle +0.1 deg: 0.576 deg
Delta change, film index +0.01: 0.397 deg
Delta change, substrate heated 50 K (4e-4 per K): 0.301 deg
Delta change, photon energy +0.01 eV: 0.184 deg
intensity penetration depth in substrate: 2.44 micrometre
every check passed
```
